# Gamma-matrix contractions in d dimensions and their 4 − d terms

A sum over a repeated Lorentz index can enclose other gamma matrices, as in $\gamma^\mu S\gamma_\mu$. This problem asks how such sums can be removed when the number of dimensions $d$ is left open, and what is lost if the four-dimensional rules are used instead.

The matrices obey

$$\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}\,\mathbb 1,\qquad g^\mu{}_\mu=d ,$$

with metric signature $(+,-,-,\dots)$. For a vector $a$ with commuting components, $\slashed a=a_\mu\gamma^\mu$. Multiplying the first relation by $a_\mu b_\nu$ gives

$$\slashed a\slashed b+\slashed b\slashed a=2\,a\cdot b. \tag{1}$$

The unit matrix is not written next to numbers. Units are $\hbar=c=1$. For non-integer $d$ the symbols are defined by these algebraic rules, so a derivation that uses nothing else holds there too. No matrix $\gamma_5$ appears; including one would require a separate rule for moving it past the other matrices.

## (a) The empty contraction and a recursion

**Define $C(S)=\gamma^\mu S\gamma_\mu$ for any matrix $S$. Evaluate $C(\mathbb 1)$, and express $C(S\slashed a)$ through $C(S)$.**

Lower one index and use the symmetry of the metric:

$$\gamma^\mu\gamma_\mu=g_{\mu\nu}\gamma^\mu\gamma^\nu=\tfrac12 g_{\mu\nu}\left(\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu\right)=g_{\mu\nu}g^{\mu\nu}=d .$$

Hence $C(\mathbb 1)=d$.

For the recursion, move $\slashed a$ to the right of $\gamma_\mu$. The anticommutation relation gives $\slashed a\gamma_\mu=2a_\mu-\gamma_\mu\slashed a$, so

$$C(S\slashed a)=\gamma^\mu S\slashed a\gamma_\mu=2a_\mu\gamma^\mu S-\gamma^\mu S\gamma_\mu\slashed a .$$

In the first term $a_\mu$ is a number and can be placed next to $\gamma^\mu$, where it forms $\slashed a$. The result is

$$C(S\slashed a)=2\slashed a S-C(S)\slashed a . \tag{2}$$

The matrix $S$ was never moved, so (2) holds for any $S$.

## (b) One and two inner matrices

**Find $\gamma^\mu\slashed a\gamma_\mu$ and $\gamma^\mu\slashed a\slashed b\gamma_\mu$. Write each as its four-dimensional form plus a term proportional to $4-d$.**

Set $S=\mathbb 1$ in (2):

$$\gamma^\mu\slashed a\gamma_\mu=2\slashed a-d\,\slashed a=(2-d)\slashed a .$$

Since $2-d=-2+(4-d)$,

$$\boxed{\gamma^\mu\slashed a\gamma_\mu=-2\slashed a+(4-d)\slashed a} \tag{3}$$

For two matrices, set $S=\slashed a$ in (2) and rename the last vector $b$:

$$\gamma^\mu\slashed a\slashed b\gamma_\mu=2\slashed b\slashed a-(2-d)\slashed a\slashed b .$$

By (1), $2\slashed b\slashed a=4\,a\cdot b-2\slashed a\slashed b$. The coefficient of $\slashed a\slashed b$ becomes $-2-(2-d)=-(4-d)$, and therefore

$$\boxed{\gamma^\mu\slashed a\slashed b\gamma_\mu=4\,a\cdot b-(4-d)\slashed a\slashed b} \tag{4}$$

In four dimensions the right-hand side of (4) is a pure number. Away from four dimensions it also contains the matrix $\slashed a\slashed b$. The extra term can therefore change the matrix structure of an expression as well as its coefficients.

A simple check is $b=a$. Then $\slashed a\slashed a=a^2$, and (4) gives $4a^2-(4-d)a^2=d\,a^2$, in agreement with $C(\mathbb 1)=d$.

## (c) Three inner matrices

**Find $\gamma^\mu\slashed a\slashed b\slashed c\gamma_\mu$ in the same form.**

Apply (2) with $S=\slashed a\slashed b$ and last vector $c$, then insert (4):

$$\gamma^\mu\slashed a\slashed b\slashed c\gamma_\mu=2\slashed c\slashed a\slashed b-\left[4\,a\cdot b-(4-d)\slashed a\slashed b\right]\slashed c .$$

The number $a\cdot b$ commutes with $\slashed c$, so the terms without $4-d$ combine to

$$2\slashed c\slashed a\slashed b-4\,(a\cdot b)\slashed c=2\slashed c\left(\slashed a\slashed b-2\,a\cdot b\right)=-2\slashed c\slashed b\slashed a ,$$

where the last step is (1). Thus

$$\boxed{\gamma^\mu\slashed a\slashed b\slashed c\gamma_\mu=-2\slashed c\slashed b\slashed a+(4-d)\slashed a\slashed b\slashed c} \tag{5}$$

The four-dimensional term has the reversed order, while the extra term keeps the original order.

The case $d=2$ gives a check. There a product of three slashed vectors reduces to a single slashed vector, and reading the product backwards gives the same vector. Hence $\slashed c\slashed b\slashed a=\slashed a\slashed b\slashed c$, and (5) gives $-2+2=0$ times this vector. Equation (3) also gives zero for any single slashed vector at $d=2$, as it must.

## (d) Where the extra term comes from

**Explain the alternating sign of the extra terms, and find the extra term for $n$ inner matrices. In what sense is it well defined?**

Let $S_n=\slashed a_1\cdots\slashed a_n$, with $S_0=\mathbb 1$. In (2) the dimension does not appear explicitly; it enters through the starting value

$$C(S_0)=d=4-(4-d).$$

Suppose that

$$C(S_{n-1})=F_{n-1}+(-1)^n(4-d)S_{n-1},$$

where $F_{n-1}$ is written without explicit $d$. This is true for $n=1$, with $F_0=4$. Equation (2) then gives

$$C(S_n)=\underbrace{2\slashed a_nS_{n-1}-F_{n-1}\slashed a_n}_{F_n}+(-1)^{n+1}(4-d)S_n . \tag{6}$$

By induction, the extra term is $(-1)^{n+1}(4-d)S_n$. Each inner matrix that is moved past $\gamma_\mu$ contributes one minus sign and is then appended on the right, so the original order survives.

This term is the remainder when the four-dimensional part is kept in the form $F_n$. Rewriting $F_n$ by anticommutation changes nothing, because (1) holds for every $d$. Rewriting it with a relation that is special to four dimensions can change the remainder.

## (e) Does the reversal rule continue?

**In four dimensions, show that $C(S)=-2S^{\rm R}$ for every product $S$ of an odd number of slashed vectors, where $S^{\rm R}$ is the product in reversed order. Then test the guess $C(S)=-2S^{\rm R}+(4-d)S$ on five distinct basis matrices in $d=6$.**

Begin with a product $S$ of $n$ distinct basis matrices in integer $d$. For one fixed $\mu$, without summation, $\gamma^\mu\gamma_\mu=1$. Move $\gamma^\mu$ to the right through $S$:

- If $\gamma^\mu$ is not in $S$, it anticommutes with all $n$ factors and gives $(-1)^n$. There are $d-n$ such values of $\mu$.
- If $\gamma^\mu$ is in $S$, it commutes with itself and anticommutes with the other $n-1$ factors. This gives $(-1)^{n-1}$ for $n$ values of $\mu$.

Adding all values,

$$C(S)=\left[(-1)^n(d-n)+(-1)^{n-1}n\right]S=(-1)^n(d-2n)S . \tag{7}$$

In $d=4$, any odd product of slashed vectors can be reduced by anticommutation to a sum of products of one or three distinct basis matrices. Reversal is compatible with this reduction, because the anticommutation relation is unchanged when every product is read backwards. It is therefore enough to check two cases:

- For $n=1$, (7) gives $C(S)=-2S$, and $S^{\rm R}=S$.
- For $n=3$, (7) gives $C(S)=+2S$. Reversing three anticommuting factors takes three exchanges, so $S^{\rm R}=-S$.

Both agree with $C(S)=-2S^{\rm R}$. The argument uses $d=4$ twice: the values $-2$ and $+2$ are those of (7) at $d=4$, and five distinct basis matrices do not exist there.

They do exist in $d=6$. Equation (7) then gives

$$C(S)=-(6-10)S=+4S .$$

Reversing five anticommuting factors takes $5\cdot4/2=10$ exchanges, so $S^{\rm R}=S$. The guess would give

$$-2S+(4-6)S=-4S ,$$

which has the wrong sign. Equation (6) remains correct for five matrices, but its part $F_5$ cannot in general be replaced by $-2S^{\rm R}$. For three matrices that replacement was derived from (1) alone, so (5) holds for every $d$.

## (f) An interference trace

**In massless electron–electron scattering, $p_1+p_2\to p_3+p_4$, the two tree diagrams differ by exchange of the final electrons. With photon propagators in Feynman gauge, show how their interference leads to**

$$T=\mathrm{Tr}\left[\slashed p_3\gamma^\mu\slashed p_1\gamma^\nu\slashed p_4\gamma_\mu\slashed p_2\gamma_\nu\right],$$

**and evaluate $T$ in $d$ dimensions. Use $\mathrm{Tr}\,\mathbb 1=4$ for every $d$.**

The two diagrams enter the amplitude with a relative minus sign, because they differ by exchange of identical fermions. This sign multiplies the interference term and is not included in $T$. Apart from it, the couplings and the propagator denominators, one diagram contains $(\bar u_3\gamma^\mu u_1)(\bar u_4\gamma_\mu u_2)$. The complex conjugate of the exchanged diagram contains $(\bar u_1\gamma^\nu u_4)(\bar u_2\gamma_\nu u_3)$. These factors are numbers and can be ordered as

$$\bar u_3\gamma^\mu u_1\;\bar u_1\gamma^\nu u_4\;\bar u_4\gamma_\mu u_2\;\bar u_2\gamma_\nu u_3 .$$

The massless spin sum $\sum u_i\bar u_i=\slashed p_i$ turns this chain into $T$.

Let $\eta=4-d$. Equation (5) is linear in each vector, so its middle matrix may be $\gamma^\nu$:

$$\gamma^\mu\slashed p_1\gamma^\nu\slashed p_4\gamma_\mu=-2\slashed p_4\gamma^\nu\slashed p_1+\eta\,\slashed p_1\gamma^\nu\slashed p_4 .$$

Therefore

$$T=-2\,\mathrm{Tr}\left[\slashed p_3\slashed p_4\gamma^\nu\slashed p_1\slashed p_2\gamma_\nu\right]+\eta\,\mathrm{Tr}\left[\slashed p_3\slashed p_1\gamma^\nu\slashed p_4\slashed p_2\gamma_\nu\right].$$

Now (4) removes $\nu$ from both terms. The trace of (1), with cyclicity, gives $\mathrm{Tr}[\slashed a\slashed b]=4\,a\cdot b$, so

$$\begin{aligned}T={}&-2\left\{16(p_1\cdot p_2)(p_3\cdot p_4)-\eta\,\mathrm{Tr}[\slashed p_3\slashed p_4\slashed p_1\slashed p_2]\right\}\\&+\eta\left\{16(p_2\cdot p_4)(p_1\cdot p_3)-\eta\,\mathrm{Tr}[\slashed p_3\slashed p_1\slashed p_4\slashed p_2]\right\}.\end{aligned} \tag{8}$$

For the remaining traces, move $\slashed a$ through the other three matrices:

$$\begin{aligned}\mathrm{Tr}[\slashed a\slashed b\slashed c\slashed e]={}&2(a\cdot b)\mathrm{Tr}[\slashed c\slashed e]-2(a\cdot c)\mathrm{Tr}[\slashed b\slashed e]\\&+2(a\cdot e)\mathrm{Tr}[\slashed b\slashed c]-\mathrm{Tr}[\slashed b\slashed c\slashed e\slashed a].\end{aligned}$$

By cyclicity the last trace equals the one on the left. Bringing it over and dividing by two gives

$$\mathrm{Tr}[\slashed a\slashed b\slashed c\slashed e]=4\left[(a\cdot b)(c\cdot e)-(a\cdot c)(b\cdot e)+(a\cdot e)(b\cdot c)\right].$$

For massless momenta that conserve energy and momentum,

$$\begin{aligned}s&=2p_1\cdot p_2=2p_3\cdot p_4,\\ t&=-2p_1\cdot p_3=-2p_2\cdot p_4,\\ u&=-2p_1\cdot p_4=-2p_2\cdot p_3,\end{aligned}$$

and $s+t+u=0$. Hence

$$\mathrm{Tr}[\slashed p_3\slashed p_4\slashed p_1\slashed p_2]=s^2-t^2+u^2,\qquad \mathrm{Tr}[\slashed p_3\slashed p_1\slashed p_4\slashed p_2]=t^2-s^2+u^2 .$$

The products in (8) are $16(p_1\cdot p_2)(p_3\cdot p_4)=4s^2$ and $16(p_2\cdot p_4)(p_1\cdot p_3)=4t^2$. Collecting powers of $\eta$,

$$T=-8s^2+\eta\left[2(s^2-t^2+u^2)+4t^2\right]-\eta^2(t^2+u^2-s^2).$$

Since $s^2=(t+u)^2$, the last bracket equals $-2tu$. The result is

$$\boxed{T=-8s^2+2\eta(s^2+t^2+u^2)+2\eta^2tu} \tag{9}$$

It is symmetric under $t\leftrightarrow u$, as exchange of the two final electrons requires. At $d=4$ only $-8s^2$ remains, so there $T$ does not depend on the scattering angle at fixed $s$. Since $s^2+t^2+u^2=2(s^2-tu)$, the extra terms equal $4\eta s^2+2\eta(\eta-2)tu$. They depend on the angle through $tu$, except at $\eta=2$.

## (g) Numbers, and a pole in $4-d$

**Take centre-of-mass beam energy $E$ per electron and scattering angle $60^\circ$. Evaluate $T$ at $d=4-2\varepsilon$ with $\varepsilon=0.01$. What constant do the extra terms leave if $T$ is multiplied by $1/\varepsilon$?**

The scalar products are $p_1\cdot p_2=2E^2$, $p_1\cdot p_3=E^2(1-\cos60^\circ)=0.5E^2$ and $p_1\cdot p_4=E^2(1+\cos60^\circ)=1.5E^2$. Thus

$$s=4E^2,\qquad t=-E^2,\qquad u=-3E^2 .$$

The two shorter traces are $(16-1+9)E^4=24E^4$ and $(1-16+9)E^4=-6E^4$. Equation (8) then gives

$$\frac{T}{E^4}=-2(64-24\eta)+\eta(4+6\eta)=-128+52\eta+6\eta^2 .$$

At $\varepsilon=0.01$, $\eta=0.02$ and

$$\frac{T}{E^4}=-128+1.04+0.0024=-126.9576 .$$

The shift is $1.0424E^4$, about $0.8\%$ of the magnitude of the four-dimensional value. It vanishes smoothly as $d\to4$, so a finite tree-level result evaluated at $d=4$ does not need the extra terms.

The situation changes if a loop or phase-space integral supplies a factor $1/\varepsilon$. With $\eta=2\varepsilon$,

$$\frac{1}{\varepsilon}\frac{T}{E^4}=-\frac{128}{\varepsilon}+104+24\varepsilon .$$

The constant $104$ survives the limit $\varepsilon\to0$. It comes from the part of $T$ linear in $4-d$, and it would be missing if the four-dimensional identities had been used before multiplying by the pole. At $\varepsilon=0.01$ the shift divided by $\varepsilon$ is $104.24$, already close to the limit.

This constant is not by itself a correction to a cross section. In a complete calculation, terms of order $\varepsilon$ in the other factors also multiply the pole and must be kept.

The numerical check compares the identities with explicit matrices in $d=2$ to $8$, and with traces in which $d$ remains a free variable.

## Computed values

```
Coefficient of S in the extra term, from explicit matrices
 d   one inner   two inner   three inner
 2     2.0000     -2.0000       2.0000
 3     1.0000     -1.0000       1.0000
 4     0.0000      0.0000       0.0000
 5    -1.0000      1.0000      -1.0000
 6    -2.0000      2.0000      -2.0000
 7    -3.0000      3.0000      -3.0000
 8    -4.0000      4.0000      -4.0000
Five distinct basis matrices, d = 6, coefficient of S:
  true contraction            = 4.0000
  extrapolated reversal rule  = -4.0000
Example: massless electron-electron exchange interference
beam energy E = 1.0000 (unit of energy)
scattering angle = 60.0 degrees
s = 4.0000 E^2
t = -1.0000 E^2
u = -3.0000 E^2
p1.p2 = p3.p4 = 2.0000 E^2
p1.p3 = p2.p4 = 0.5000 E^2
p1.p4 = p2.p3 = 1.5000 E^2
Tr(p3 p4 p1 p2) = 24.0000 E^4
Tr(p3 p1 p4 p2) = -6.0000 E^4
T, coefficient of 1     = -128.0000 E^4
T, coefficient of eta   = 52.0000 E^4
T, coefficient of eta^2 = 6.0000 E^4
T from explicit matrices, d = 3: -70.0000 E^4
T from explicit matrices, d = 4: -128.0000 E^4
T from explicit matrices, d = 5: -174.0000 E^4
T from explicit matrices, d = 6: -208.0000 E^4
epsilon = 0.0100, d = 3.9800, eta = 0.0200
T at this d = -126.9576 E^4
shift from d = 4 value = 1.0424 E^4
shift / epsilon = 104.2400 E^4
limit of shift / epsilon for epsilon -> 0 = 104.0000 E^4
```
